# Velocity field of the Dirac 1s state in a Coulomb field: verification in Python

```python
"""Velocity field of the hydrogenic Dirac 1s state (Hartree atomic units).

Result under test: for a point nucleus of charge Z, current / density equals
Z * (n x rhat), where n is the spin direction and rhat the radial unit vector.
For n along z this is azimuthal with speed Z sin(theta) = Z alpha c sin(theta).

Symbols: c = 1/alpha speed of light, gamma = sqrt(1 - (Z/c)^2),
g, f = radial functions of the upper and lower components, t = f/g,
E = energy including the rest energy c^2.
The Gordon parts are the convective current Im(psi^+ beta grad psi) and
the spin current (1/2) curl(psi^+ beta Sigma psi).
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

C = 1.0 / fine_structure
VELOCITY_UNIT = physical_constants["atomic unit of velocity"][0]
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
ALPHA = np.array([np.kron([[0, 1], [1, 0]], s) for s in SIGMA])
BIG_SIGMA = np.array([np.kron(np.eye(2), s) for s in SIGMA])
BETA = np.diag([1.0, 1.0, -1.0, -1.0])
UP = np.array([1.0, 0.0], dtype=complex)


def gamma_of(Z, c):
    return np.sqrt(1.0 - (Z / c) ** 2)


def spinor(pos, Z, c, spin):
    """Unnormalized four-component 1s state, closed form."""
    r = np.linalg.norm(pos)
    gam = gamma_of(Z, c)
    t = Z / (c * (1.0 + gam))
    g = r ** (gam - 1.0) * np.exp(-Z * r)
    sigma_r = np.tensordot(pos / r, SIGMA, axes=1)
    return np.concatenate([g * spin, 1j * t * g * (sigma_r @ spin)])


def gradient(field, pos):
    """Fourth-order central differences; row k is the derivative along k."""
    h = 1e-3 * np.linalg.norm(pos)
    rows = []
    for axis in np.eye(3):
        s = h * axis
        near = field(pos + s) - field(pos - s)
        far = field(pos + 2 * s) - field(pos - 2 * s)
        rows.append((8 * near - far) / (12 * h))
    return np.array(rows)


def curl(field, pos):
    d = gradient(field, pos)
    return np.array([d[1, 2] - d[2, 1], d[2, 0] - d[0, 2],
                     d[0, 1] - d[1, 0]])


def expectation(psi, matrices):
    return np.array([np.vdot(psi, m @ psi).real for m in matrices])


def velocity(pos, Z, c, spin):
    psi = spinor(pos, Z, c, spin)
    return c * expectation(psi, ALPHA) / np.vdot(psi, psi).real


def gordon_parts(pos, Z, c, spin):
    """Convective and spin currents, each divided by the density."""
    def state(p):
        return spinor(p, Z, c, spin)

    def spin_density(p):
        return expectation(state(p), [BETA @ s for s in BIG_SIGMA])

    psi = state(pos)
    rho = np.vdot(psi, psi).real
    convective = np.array([np.vdot(psi, BETA @ d).imag
                           for d in gradient(state, pos)])
    return convective / rho, 0.5 * curl(spin_density, pos) / rho


def dirac_residual(pos, Z, c, spin):
    """Norm of (H - E) psi relative to Z^2 times the norm of psi."""
    psi = spinor(pos, Z, c, spin)
    grad = gradient(lambda p: spinor(p, Z, c, spin), pos)
    h_psi = sum(-1j * c * ALPHA[k] @ grad[k] for k in range(3))
    h_psi = h_psi + c**2 * (BETA @ psi) - Z / np.linalg.norm(pos) * psi
    rest = h_psi - gamma_of(Z, c) * c**2 * psi
    return np.linalg.norm(rest) / (Z**2 * np.linalg.norm(psi))


# Pointwise tests at random positions and random spin directions.
rng = np.random.default_rng(7)
worst_residual = worst_velocity = worst_sum = worst_parts = 0.0
worst_pauli = 0.0
for Z in (1.0, 80.0):
    gam = gamma_of(Z, C)
    for _ in range(12):
        rhat = rng.normal(size=3)
        rhat /= np.linalg.norm(rhat)
        r = rng.uniform(0.1, 5.0) / Z
        pos = r * rhat
        spin = rng.normal(size=2) + 1j * rng.normal(size=2)
        spin /= np.linalg.norm(spin)
        n = expectation(spin, SIGMA)
        swirl = np.cross(n, rhat)
        v = velocity(pos, Z, C, spin)
        conv, mag = gordon_parts(pos, Z, C, spin)
        extra = (1.0 - gam) / (2.0 * r)
        err_conv = np.linalg.norm(conv + extra * swirl) / Z
        err_mag = np.linalg.norm(mag - (Z + extra) * swirl) / Z
        worst_residual = max(worst_residual,
                             dirac_residual(pos, Z, C, spin))
        worst_velocity = max(worst_velocity,
                             np.linalg.norm(v - Z * swirl) / Z)
        worst_sum = max(worst_sum, np.linalg.norm(conv + mag - v) / Z)
        worst_parts = max(worst_parts, err_conv, err_mag)

        # Nonrelativistic spin current of the Schroedinger density.
        def pauli_spin_density(p):
            return np.exp(-2 * Z * np.linalg.norm(p)) * n

        pauli = 0.5 * curl(pauli_spin_density, pos) / np.exp(-2 * Z * r)
        worst_pauli = max(worst_pauli,
                          np.linalg.norm(pauli - Z * swirl) / Z)
assert worst_residual < 1e-7
assert worst_velocity < 1e-11
assert worst_sum < 1e-7
assert worst_parts < 1e-7
assert worst_pauli < 1e-7

# The convective part must fall as 1/c^2 when c is raised.
x_unit = np.array([1.0, 0.0, 0.0])
conv_c = gordon_parts(x_unit, 1.0, C, UP)[0][1]
conv_10c = gordon_parts(x_unit, 1.0, 10 * C, UP)[0][1]
convective_ratio = conv_c / conv_10c
assert abs(convective_ratio / 100.0 - 1.0) < 1e-3


def solve_ground_state(Z, c, radius):
    """Shooting for t = f/g with a uniformly charged spherical nucleus.

    Returns E - c^2 and a function giving the equatorial speed at r.
    Nothing from the closed-form point-nucleus state is used.
    """
    r_match, r_far, r_start = 1.0 / Z, 40.0 / Z, 1e-3 * radius

    def potential(r):
        if r > radius:
            return -Z / r
        return -Z * (3.0 - (r / radius) ** 2) / (2.0 * radius)

    def slope(x, t, eps):
        r = np.exp(x)
        w = eps - potential(r)
        return r * (w + t * t * (w + 2 * c**2)) / c - 2.0 * t

    def branches(eps):
        t_start = (eps - potential(0.0)) * r_start / (3.0 * c)
        t_far = np.sqrt(-eps / (eps + 2 * c**2))
        found = []
        for r0, t0 in ((r_start, t_start), (r_far, t_far)):
            sol = solve_ivp(slope, (np.log(r0), np.log(r_match)), [t0],
                            method="DOP853", args=(eps,), rtol=1e-10,
                            atol=1e-13, dense_output=True)
            assert sol.success
            found.append(sol)
        return found

    def mismatch(eps):
        outward, inward = branches(eps)
        return outward.y[0, -1] - inward.y[0, -1]

    eps = brentq(mismatch, -0.62 * Z**2, -0.45 * Z**2, xtol=1e-8)
    outward, inward = branches(eps)

    def speed(r):
        branch = outward if r <= r_match else inward
        t = branch.sol(np.log(r))[0]
        return 2.0 * c * t / (1.0 + t * t)

    return eps, speed


Z = 80.0
gam = gamma_of(Z, C)
energy = (gam - 1.0) * C**2
radii = np.array([0.1, 1.0, 5.0]) / Z

tiny_radius = 1e-8
eps_tiny, speed_tiny = solve_ground_state(Z, C, tiny_radius)
assert abs(eps_tiny / energy - 1.0) < 1e-6
shooting_speeds = [speed_tiny(r) for r in radii]
assert max(abs(s / Z - 1.0) for s in shooting_speeds) < 1e-6

sphere = 1e-3
eps_sphere, speed_sphere = solve_ground_state(Z, C, sphere)
assert eps_sphere > energy
assert speed_sphere(0.01 * sphere) < 0.02 * Z
assert speed_sphere(0.5 * sphere) < 0.7 * Z
assert abs(speed_sphere(10 * sphere) / Z - 1.0) < 0.03


def magnetic_moment(Z, c):
    """Moment along the spin in Bohr magnetons, from the current."""
    nodes, weights = np.polynomial.legendre.leggauss(8)

    def shell(r, kind):
        total = 0.0
        for u, w in zip(nodes, weights):
            pos = r * np.array([np.sqrt(1 - u * u), 0.0, u])
            psi = spinor(pos, Z, c, UP)
            if kind == "norm":
                value = np.vdot(psi, psi).real
            else:
                value = -pos[0] * c * np.vdot(psi, ALPHA[1] @ psi).real
            total += w * value
        return r * r * total

    parts = [quad(shell, 0.0, 40.0 / Z, args=(kind,), epsabs=0.0,
                  epsrel=1e-9, limit=200)[0] for kind in ("moment", "norm")]
    return parts[0] / parts[1]


moment = magnetic_moment(Z, C)
moment_light = magnetic_moment(1.0, C)
assert abs(moment + (1 + 2 * gam) / 3) < 1e-7
assert abs(moment_light + (1 + 2 * gamma_of(1.0, C)) / 3) < 1e-7

# Worked example.
print(f"speed of light c = {C:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f}")
print(f"Z alpha = {Z / C:.6f}")
print(f"gamma = {gam:.6f}")
print(f"ratio t = f/g = {Z / (C * (1 + gam)):.6f}")
print(f"energy E - c^2, closed form = {energy:.4f} hartree")
print(f"energy E - c^2, shooting = {eps_tiny:.4f} hartree")
print(f"nuclear radius in that shooting run = {tiny_radius:.0e} bohr")
print("Z = 80, spin up; speeds along phi in a.u.:")
for r, shot in zip(radii, shooting_speeds):
    equator = np.array([r, 0.0, 0.0])
    angle = np.radians(30.0)
    tilted = r * np.array([np.sin(angle), 0.0, np.cos(angle)])
    v90 = velocity(equator, Z, C, UP)[1]
    v30 = velocity(tilted, Z, C, UP)[1]
    conv, mag = gordon_parts(equator, Z, C, UP)
    print(f"r = {r:.5f} bohr: theta 90 deg {v90:.6f}, 30 deg {v30:.6f}")
    print(f"  shooting, theta 90 deg: {shot:.6f}")
    print(f"  convective part {conv[1]:.4f}, spin part {mag[1]:.4f}")
v_eq = velocity(x_unit / Z, Z, C, UP)[1]
v_light = velocity(x_unit, 1.0, C, UP)[1]
print(f"equatorial speed, Z = 80: {v_eq * VELOCITY_UNIT:.5e} m/s")
print(f"equatorial speed, Z = 1: {v_light:.6f} a.u.")
print(f"equatorial speed, Z = 1: {v_light * VELOCITY_UNIT:.5e} m/s")
print(f"Z = 1, r = 1 bohr, convective part: {conv_c:.4e} a.u.")
print(f"its ratio to the value with c ten times larger: "
      f"{convective_ratio:.3f}")
print(f"magnetic moment, Z = 80: {moment:.6f} Bohr magnetons")
print(f"magnetic moment, Z = 1: {moment_light:.6f} Bohr magnetons")
print(f"model sphere radius = {sphere:.4f} bohr, Z = 80")
print(f"sphere: E - c^2 = {eps_sphere:.3f} hartree")
for factor in (0.01, 0.5, 1.0, 10.0):
    print(f"sphere: equatorial speed at r = {factor * sphere:.5f} bohr: "
          f"{speed_sphere(factor * sphere):.3f} a.u.")
print(f"largest relative Dirac-equation residual: {worst_residual:.1e}")
print(f"largest relative velocity error: {worst_velocity:.1e}")
print(f"largest relative Gordon-sum error: {worst_sum:.1e}")
print(f"largest relative Pauli-current error: {worst_pauli:.1e}")
print("finished without a failed check")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
Z alpha = 0.583788
gamma = 0.811906
ratio t = f/g = 0.322196
energy E - c^2, closed form = -3532.1921 hartree
energy E - c^2, shooting = -3532.1921 hartree
nuclear radius in that shooting run = 1e-08 bohr
Z = 80, spin up; speeds along phi in a.u.:
r = 0.00125 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -75.2376, spin part 155.2376
r = 0.01250 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -7.5238, spin part 87.5238
r = 0.06250 bohr: theta 90 deg 80.000000, 30 deg 40.000000
  shooting, theta 90 deg: 80.000000
  convective part -1.5048, spin part 81.5048
equatorial speed, Z = 80: 1.75015e+08 m/s
equatorial speed, Z = 1: 1.000000 a.u.
equatorial speed, Z = 1: 2.18769e+06 m/s
Z = 1, r = 1 bohr, convective part: -1.3313e-05 a.u.
its ratio to the value with c ten times larger: 100.001
magnetic moment, Z = 80: -0.874604 Bohr magnetons
magnetic moment, Z = 1: -0.999982 Bohr magnetons
model sphere radius = 0.0010 bohr, Z = 80
sphere: E - c^2 = -3484.874 hartree
sphere: equatorial speed at r = 0.00001 bohr: 0.777 a.u.
sphere: equatorial speed at r = 0.00050 bohr: 36.714 a.u.
sphere: equatorial speed at r = 0.00100 bohr: 61.422 a.u.
sphere: equatorial speed at r = 0.01000 bohr: 78.851 a.u.
largest relative Dirac-equation residual: 1.9e-09
largest relative velocity error: 4.0e-16
largest relative Gordon-sum error: 1.9e-10
largest relative Pauli-current error: 1.4e-10
finished without a failed check
```
